Why Cahill's minimum thermal conductivity is not a lower bound

**What dimensions fix, and what they leave open**

Suppose the thermal conductivity κ of a strongly disordered solid, at temperatures where every vibration holds the classical heat capacity k_B, depends on two further quantities: the number density n and a sound speed v. The unit W/(m K) is that of k_B × (1/length²) × speed, so

κ = A k_B n^(2/3) v,

with A a pure number. The Cahill-Watson-Pohl model has this form and supplies a value for A.

A layered solid has more parameters: the sound speed v_p along the layers beside the cross-plane speed v_z, the layer spacing c beside the in-plane cell side a, and a dimensionless strength s of the disorder between layers. Then A becomes a function of v_z/v_p, a/c and s, and dimensional analysis does not stop it from tending to zero. A harmonic solid in which it does so is worked out below. The model's value is therefore an estimate, and a measurement below it contradicts no law. Disordered layered WSe2 films, with a cross-plane conductivity of roughly 0.05 W/(m K), are such a case.

**The estimate and its assumptions**

In kinetic theory each polarization contributes

κ = ∫ d³k/(2π)³ C v_gz² τ,

where C is the heat capacity of a mode, v_gz its group velocity along the heat flow and τ its lifetime. The model makes two assumptions. The dispersion is isotropic, ω = vk, up to the Debye wave number k_D = (6π²n)^(1/3), so the average of v_gz² over directions is v²/3. The lifetime τ is half a period, π/ω, so that the mean free path vπ/ω is half a wavelength. With C = k_B,

κ = k_B (v²/3) (1/2π²) ∫₀^(k_D) k² (π/vk) dk = k_B v k_D²/(12π).

Since (6π²)^(2/3)/(12π) = (1/2)(π/6)^(1/3), the sum over polarizations is

κ_C = (1/2)(π/6)^(1/3) k_B n^(2/3) Σ v.

At finite temperature each mode carries the extra factor [(x/2)/sinh(x/2)]², with x = ħω/(k_B T). Each of the two assumptions is a choice of model. Neither is an inequality obeyed by all solids.

The example uses round parameters in the rough regime of WSe2: c = 0.65 nm, a = 0.31 nm, three atoms per cell, and cross-plane speeds of 1.1, 1.1 and 1.6 km/s, which sum to 3.8 km/s. The atomic density is 48.0 nm⁻³, so n^(2/3) = 13.2 nm⁻² and

κ_C = 0.403 × 1.381×10⁻²³ × 1.32×10¹⁹ × 3800 = 0.279 W/(m K).

With quantum heat capacity at 300 K it is 0.277 W/(m K), about 5.5 times the rough measured size. If whole cells are counted instead of atoms, the density is 16.0 nm⁻³ and the estimate is 0.134 W/(m K). This smaller figure is the fair comparison for a model whose cells move rigidly.

**The counter-example: perfect layers, random contacts**

Let each layer be a perfect square lattice of masses M with in-plane springs K_p. Equivalent masses in layers j and j+1 are joined by a spring K_j, the same across the whole interface but random from one interface to the next. Each polarization is treated as an independent scalar displacement u. For a wave of in-plane wave vector q the equation of motion is

Mω² u_j = Mω_p² u_j + K_j(u_j − u_(j+1)) + K_(j−1)(u_j − u_(j−1)),

ω_p² = (v_p/a)² [4 sin²(q_x a/2) + 4 sin²(q_y a/2)], v_p = a√(K_p/M).

Because the layers are perfect, q is conserved. Moving the ω_p² term to the left leaves the equation of a one-dimensional chain at frequency Ω, where

Ω² = ω² − ω_p²(q).

The transmission T of the stack thus depends on ω and q through Ω alone. A test on a small slab confirms this. Its layers are 3 × 3 periodic lattices, its six contacts have compliances 0.5, 3, 0.5, 0.5, 3, 0.5 relative to the contact crystals, K_p is 0.3 of their interlayer spring K₀, and ω² = 2.5 K₀/M. Inverting the full equations of motion gives a total transmission of 0.206475, and the sum over separate chains gives the same figure.

Springs in series add their compliances, so the long-wave speed is fixed by the mean of 1/K_j. Define

1/K₀ = ⟨1/K_j⟩, Ω₀ = √(K₀/M), v_z = cΩ₀, K₀/K_j = 1 + δ_j, ⟨δ_j⟩ = 0, ⟨δ_j²⟩ = s.

The stack of N contacts lies between two perfect crystals with the same M and K_p and with interlayer spring K₀. For a small temperature difference ΔT each channel carries the heat current k_B ΔT T dω/2π, because group velocity times mode density dq_z/2π equals dω/2π. Conductivity here means conductance per area times thickness Nc. At fixed q, ω dω = Ω dΩ, hence

κ = (N c k_B/2π) ∫ d²q/(2π)² ∫ Ω dΩ T(Ω)/√(ω_p² + Ω²).

**Scattering by one contact and by many**

Let y = Ω/Ω₀ be small, so that the wave is exp(iyj) with j counting layers. At a contact with excess compliance δ the force is the same on both sides, while the displacement jumps by δ times the force divided by K₀. With reflected amplitude r and transmitted amplitude τ₁,

1 − r = τ₁,
τ₁ − (1 + r) = iδy τ₁.

Inserting the first line in the second gives −2r = iδy τ₁, so to lowest order |r|² = δ²y²/4. For many weak contacts the reflected amplitudes add with phases exp(2iyj). The δ_j are independent with zero mean, so the cross terms average out and the mean reflection is

D = N s y²/4.

D is the scattering depth: the thickness in units of the backscattering length, which is 4/(s y²) layers.

For thick stacks multiple reflections matter. Let x = (1 − T)/T, so T = 1/(1+x). Two sections in series have

1/T₁₂ = |1 − √(R₁R₂) e^(iφ)|²/(T₁T₂),

where R = 1 − T and φ is the round-trip phase between them. Expanding the square, and using 1/T = 1 + x and R/T = x,

x₁₂ = x₁ + x₂ + 2x₁x₂ − 2 cos φ √[x₁(1+x₁)x₂(1+x₂)].

Let the second section be thin, with mean x₂ = dD, and let φ be uniformly distributed. The change in x then has mean (1+2x)dD and mean square 2x(1+x)dD; higher moments are of higher order in dD. For any smooth function F, a Taylor expansion to second order gives

d⟨F⟩/dD = ⟨(1+2x)F′ + x(1+x)F″⟩ = ⟨[x(1+x)F′]′⟩.

The random phase is justified when the wave turns through many radians within a backscattering length. That angle is y × 4/(s y²) = 4/(s y). At D = 1, y = 2/√(Ns), so the angle is 2√(N/s), which is large for a thick stack.

The choice F = ln(1+x) has x(1+x)F′ = x, so −⟨ln T⟩ = D. The typical transmission falls exponentially, which is localization by interference. For 1600 contacts with s = 1 and y = 0.1, D = 1600 × 0.01/4 = 4.00; random stacks give 4.01.

**The integral of the mean transmission**

The conductivity needs ∫⟨T⟩dD. Choose F so that [x(1+x)F′]′ = −1/(1+x) = −T. The solution regular at x = 0 is

F′ = −ln(1+x)/[x(1+x)].

Fix the constant by F(∞) = 0. Then d⟨F⟩/dD = −⟨T⟩, and since x = 0 at D = 0,

∫₀^D ⟨T⟩ dD′ = F(0) − ⟨F⟩.

F is positive, so the left side stays below F(0), and ⟨T⟩ must come arbitrarily close to zero at some large depths. At large x, F falls as (ln x)/x, so F ≤ B√T for some constant B, and ⟨F⟩ ≤ B√⟨T⟩ because the square root is concave. As ⟨F⟩ never increases with D, it tends to zero. With u = x/(1+x), for which dx/[x(1+x)] = du/u,

∫₀^∞ ⟨T⟩ dD = F(0) = −∫₀¹ ln(1−u)/u du = Σ 1/m² = π²/6 ≈ 1.645,

where the series of the logarithm was integrated term by term over m = 1, 2, 3, …

Random stacks of 1600 contacts test this value for three distributions. They give 1.62, 1.64 and 1.63 for s = 0.5, 1.0 and 12.2, each with a sampling error near 0.01. All three agree with π²/6 within two standard errors.

**Conductivity of the thick stack**

From D = N s y²/4 follows y dy = 2 dD/(N s), so Ω dΩ = 2Ω₀² dD/(N s). The waves that matter have D of order one and hence Ω of order 2Ω₀/√(Ns). This is small beside ω_p except in a small region around q = 0, whose weight vanishes as N grows. Dropping Ω² under the root leaves

∫ d²q/(2π)² 1/ω_p = w/(a v_p),

where w = 0.643 is the average of 1/√(4 sin² + 4 sin²) over the in-plane zone. Collecting factors,

κ = (N c k_B/2π) × (w/(a v_p)) × (2Ω₀²/(N s)) × (π²/6),

and with Ω₀ = v_z/c,

κ = (π/6) k_B w v_z²/(a c v_p s) for each polarization.

With the matched contact crystals assumed here the thickness cancels: a thicker stack transmits a narrower band of Ω, and the conductance falls as 1/N. An ordinary-looking conductivity thus arises although each wave with Ω > 0 is localized. It belongs to the stack together with its contacts. If the contact crystals have other in-plane frequencies, the cancellation is lost.

**Numbers for the film**

Take v_p = 3 km/s for all branches. Let four contacts in five have relative compliance 0.5 and one in five have 3.0, six times softer. The mean is 0.8 × 0.5 + 0.2 × 3 = 1, and s = 0.8 × 0.25 + 0.2 × 4 = 1. The squared cross-plane speeds sum to 4.98×10⁶ m²/s², so

κ = 0.5236 × 1.381×10⁻²³ × 0.643 × 4.98×10⁶ / (0.31×10⁻⁹ × 0.65×10⁻⁹ × 3000) = 0.038 W/(m K).

Random stacks of 1600 layers also give 0.038 W/(m K). A film of 100 layers, 65 nm thick, gives 0.035 W/(m K) classically and 0.034 W/(m K) at 300 K. Going from 100 to 1600 layers raises the classical value by 9 %, which is the size of the finite-thickness correction.

The film at 300 K lies at 0.26 of the Cahill value for rigid cells and at 0.12 of the value for atoms. One such harmonic solid is enough to refute a strict bound.

**The general statement and its proof**

Fix the cell density n, the spacings a and c, and the cross-plane speeds v_z, that is, everything that enters κ_C. Then for any ε > 0 there is a harmonic stack of the above kind, between matched contact crystals, with κ < ε κ_C.

To prove it, divide the two classical results for one polarization:

κ/κ_C = 2(π/6)^(2/3) w v_z/(a c n^(2/3) v_p s).

With n = 1/(a²c), the product a c n^(2/3) equals (c/a)^(1/3), so

κ/κ_C = 0.84 (a/c)^(1/3) v_z/(v_p s).

Two independent routes take this to zero.

The first is to stiffen the layers, v_p → ∞. The in-plane frequencies rise, and fewer modes fall in a given frequency range. At a fixed temperature the quantum factor, which is at most one, lowers κ further, while κ_C does not change.

The second is to broaden the spread of contacts. Let a fraction p be soft and the rest have relative compliance h < 1. A mean of one requires the soft value 1 + (1−h)(1−p)/p, and then

s = (1−p)(1−h)² + (1−h)²(1−p)²/p = (1−h)²(1−p)/p.

This grows without limit as p → 0, with all springs positive and v_z unchanged. The stack must be thick enough to hold many soft contacts, so N → ∞ is taken first.

The proof holds at leading order in large N, with the random-phase property justified above. It also shows when the stack is not below the estimate. For the example's speeds the thick-stack value passes the classical rigid-cell estimate near s = 0.29, and for weaker disorder it lies above.

**Does a layered version of the estimate give a bound?**

One may keep τ = π/ω but use the true dispersion of the ordered layered crystal, ω² = ω_p² + 4Ω₀² sin²(θ/2) with θ = q_z c. Differentiation gives v_gz = cΩ₀² sin θ/ω, so

κ = π k_B c²Ω₀⁴ ∫ d³q/(2π)³ sin²θ/ω³.

For weak coupling between layers, Ω₀ ≪ v_p/a, small in-plane q dominates and ω_p = v_p q. With Ω_θ = 2Ω₀|sin(θ/2)|,

(1/2π) ∫₀^∞ q dq/(v_p²q² + Ω_θ²)^(3/2) = 1/(2π v_p² Ω_θ).

The remaining average of sin²θ/(2|sin(θ/2)|) = 2|sin(θ/2)| cos²(θ/2) over −π < θ < π is 4/(3π). Therefore

κ = (k_B c Ω₀³/(2v_p²)) × 4/(3π) = 2k_B v_z³/(3π v_p² c²).

For the example the full integral gives 0.0053 W/(m K) and this limit 0.0052 W/(m K). Most modes now have group velocities nearly along the layers, and the stiff layers also raise ω and so shorten π/ω. The estimate drops by a factor of about 25 from the rigid-cell value with the lifetime rule untouched.

This number is not a bound either, since it does not contain s. With 5 % of contacts at relative compliance 16.2 and the rest at 0.2, s = 12.2, and 1600 layers give 0.0031 W/(m K), below 0.0053. For s = 1 the stack lies well above it. The ratio of the thick-stack formula to the weak-coupling limit is (π²/4) w c v_p/(a v_z s), which for s = 1 is 9.1 at v_z = 1.1 km/s and 6.2 at 1.6 km/s.

**What the model leaves out, and the real films**

The stack relies on conserved q and on interference. In-plane disorder and anharmonicity disturb both. If interference is lost but backscattering kept, the terms with cos φ and 2x₁x₂ must be replaced by the addition of intensities. Summing repeated reflections gives 1/T₁₂ = (1 − R₁R₂)/(T₁T₂), hence x₁₂ = x₁ + x₂, and T = 1/(1+D). Carried up to the band edge y = 2, where the weak-scattering form is rough, this raises the film from 0.034 to 0.10 W/(m K); with the exact reflection of each contact in place of the weak-scattering form the figure is about 0.08. Both are below 0.134. The integral of 1/(1+D) grows as a logarithm of thickness, so this comparison holds for the 100-layer film and not for all thicknesses.

The contact crystals matter even for thick stacks, since most of the heat is carried by waves with D of order one, whatever the thickness. Doubling the cross-plane impedance of both contact crystals by making their interlayer springs four times stiffer, with mass and in-plane springs unchanged, lowers the film value to 0.030 W/(m K), and a similar reduction of about 13 % remains at 1600 layers. Doubling it through the mass instead also shifts the in-plane frequencies and lowers the film value below 0.002 W/(m K). A difference in in-plane speed matters far more. At given ω and q it changes Ω in the contact, so waves of small Ω in the stack are either blocked or strongly reflected, except close to q = 0. A difference of only 5 % lowers the contribution of the 1.1 km/s branches to the 100-layer film by a factor of about 7 if the contacts are slower in the plane and about 40 if they are faster, and conductance times thickness then falls further as the stack grows. The film values quoted here therefore hold for contacts matched in the plane, not for an arbitrary substrate or metal. Giving the out-of-plane branch a bending stiffness (rough inputs: rigidity 10 eV, cell mass 342 u, shear speed 1.1 km/s) changes the thick-stack value from 0.038 to 0.039 W/(m K) if the continuum bending law is carried to the zone edge, where it overstates the frequencies, and to 0.043 W/(m K) if bending is taken on the square lattice. The lattice figure ranges from 0.048 to 0.040 for rigidities of 5 to 15 eV. Vibrations inside the cell are absent. The Cahill rule itself would assign them 0.277 − 0.134 = 0.143 W/(m K), more than the whole film value, so their neglect is a large uncertainty when the model is set beside a real film.

The speeds and spacings are typical of WSe2 in a rough sense, but s = 1 was chosen, not measured. It is strong disorder, and nothing here shows that the real films have it. The thick-stack value varies as 1/s, and the 100-layer value also depends strongly on s, though not exactly as 1/s. The closeness of 0.034 to the measured 0.05 W/(m K) is therefore no prediction. Whether localization, the flat cross-plane dispersion or both cause the low values in the real films is not decided here. The numerical output lists the values computed with equal in-plane springs in the stack and its contacts.

Values computed for the example and the checks

```
layer spacing c = 0.65 nm; cell side a = 0.31 nm
cross-plane speeds = [1.1 1.1 1.6] km/s
in-plane speed = 3.0 km/s; temperature = 300 K
density of cells = 16.01 nm^-3; atoms = 48.03 nm^-3
film: 100 layers, thickness = 65.0 nm
Cahill, atoms, 300 K = 0.2767 W/mK
Cahill, atoms, classical = 0.2794 W/mK
Cahill, rigid cells, 300 K = 0.1337 W/mK
rough measured size (input) = 0.05 W/mK
Cahill (atoms) / rough measured size = 5.5
layered dispersion, same lifetime, classical = 0.00528 W/mK
  its weak-coupling formula = 0.00521 W/mK
  shift with finer mesh = 0.0000 %
slab Green function T = 0.206475; channel sum = 0.206475
mean -ln T, 1600 layers, y=0.1: 4.011; formula 4.000
pi^2/6 = 1.6449; integrals of mean T over depth, 1600 layers:
  s = 0.50: 1.6223 +- 0.0116
  s = 1.00: 1.6436 +- 0.0120
  s = 12.16: 1.6269 +- 0.0142
lattice constant w = 0.64288; Bessel integral = 0.64288
  shift of w with finer mesh = 0.0000 %
example compliances = [0.5, 3.0], probabilities = [0.8, 0.2]
relative compliance variance s = 1.000
thick-stack formula, s = 1.00: 0.0383 W/mK
computed stack, 1600 layers, classical = 0.0381 W/mK
computed film, 100 layers, classical = 0.0349 W/mK
computed film, 100 layers, 300 K = 0.0344 W/mK
  relative sampling error of film = 0.4 %
  shift from 100 to 1600 layers = 9.2 %
film / Cahill (rigid cells) = 0.257
film / Cahill (atoms) = 0.124
strong disorder compliances = [0.2, 16.2], probabilities = [0.95, 0.05]
strong disorder, 1600 layers, classical = 0.00311 W/mK
strong disorder, formula = 0.00315 W/mK
Sizes of neglected effects:
  film, contact impedance doubled, 300 K = 0.0300 W/mK
  film without interference, 300 K = 0.1015 W/mK
  rough bending rigidity = 10 eV; cell mass = 342 u
  thick stack with layer bending, classical = 0.0394 W/mK
  internal modes, Cahill difference = 0.1430 W/mK
```
